# Memory Window of a Ferroelectric-Gated Monolayer and Its Reversal by Trapped Charge

## A film that switches at one field

Take a ferroelectric film of thickness \(t\) between a metal gate and a semiconducting monolayer. Suppose that the whole film switches at one field: upward in gate voltage at \(+E_c\), downward at \(-E_c\). Suppose also that the transistor is at threshold when its channel is almost empty of charge.

After a large negative gate voltage the polarization points away from the channel and keeps electrons out. To turn the channel on, the gate must bring the film to \(+E_c\), which takes a voltage \(+E_ct\). After a large positive voltage the polarization holds electrons in the channel, and turning it off takes \(-E_ct\). The two thresholds differ by

\[
W=2E_ct .
\]

For \(E_c=0.50\) MV/cm and \(t=200\) nm, with 1 MV/cm = 0.1 V/nm,

\[
W=2\times0.050\ \text{V/nm}\times200\ \text{nm}=20\ \text{V}.
\]

The remanent polarization \(P_r\) is absent from this result, but it sets the scale on which trapped charge matters. Polarization attracts charge of the opposite sign to the film surface. If that charge sits in traps instead of the channel, the channel no longer feels the polarization. Complete cancellation needs a trapped density of about

\[
\frac{P_r}{q}=\frac{7.0\times10^{-6}\ \text{C/cm}^2}{1.602\times10^{-19}\ \text{C}}
=4.37\times10^{13}\ \text{cm}^{-2}
\]

for \(P_r=7.0\) µC/cm². With more trapped charge than this, the channel responds to the traps rather than to the polarization, and the hysteresis runs the other way. What remains is to find when these two estimates hold and how the window behaves between them.

## Voltages, charges and signs

Fields and displacements are positive when they point from gate to channel. In the film

\[
D=\varepsilon E+P,
\]

where \(\varepsilon\) is the background permittivity and \(P\) the switchable polarization. The coercive field \(E_c\) is defined by \(D=0\) on the saturated loop, and \(P_r\) is the magnitude of \(D\) at \(E=0\). Defining \(E_c\) by \(P=0\) would give a slightly different number, because at \(D=0\) on the ascending branch \(P=-\varepsilon E_c\).

Between film and monolayer there is a thin van der Waals gap of width \(d\), treated as vacuum. The gate voltage is the sum of the drops:

\[
V_G=V_0+\psi+Et+\frac{D_{\rm gap}}{\varepsilon_0}d .
\]

Here \(V_0\) is a constant work-function offset, set to zero in the example, and \(q\psi\) is the Fermi energy of the channel measured from midgap. A positive \(\psi\) means electrons.

Field lines entering the monolayer end on its negative charge, so for electron and hole densities \(n\) and \(p\)

\[
D_{\rm gap}=q(n-p).
\]

Let a trapped sheet charge \(\sigma\) lie on the film surface facing the gap. Gauss's law across that surface gives \(D_{\rm gap}-D=\sigma\), hence

\[
D=q(n-p)-\sigma. \tag{1}
\]

Both thresholds are read at the same small electron density \(n_{\rm th}\), with \(p\) negligible. Equal density means equal \(\psi\) and equal \(D_{\rm gap}=qn_{\rm th}\). Subtracting the two gate voltages therefore removes \(V_0\), \(\psi\) and the gap drop:

\[
W\equiv V_{\rm th}^{\rm up}-V_{\rm th}^{\rm down}
=t\,(E^{\rm up}-E^{\rm down}). \tag{2}
\]

"Up" and "down" name the direction of the voltage sweep. If \(W>0\), a gate voltage between the thresholds finds the channel almost without electrons on the way up and filled with them on the way down. Plotted as electron current against gate voltage, the loop is counterclockwise, which is the ferroelectric direction. Throughout, "on", "off" and the direction of the loop refer to electrons. A channel that also admits holes can conduct through them while its electrons are absent.

## The ideal window

Write \(E_{\rm up}(D)\) and \(E_{\rm down}(D)\) for the film field on the ascending and descending branches of the saturated loop. For a loop without built-in bias, reversing all signs exchanges the branches:

\[
E_{\rm down}(D)=-E_{\rm up}(-D).
\]

Without traps, equation (1) gives \(D=qn_{\rm th}\) at both thresholds. Equation (2) becomes

\[
W=t\,[E_{\rm up}(qn_{\rm th})+E_{\rm up}(-qn_{\rm th})].
\]

Expanding both terms about \(D=0\), where \(E_{\rm up}=E_c\), the linear terms cancel:

\[
W=2E_ct+t\,E_{\rm up}''(0)\,(qn_{\rm th})^2+\dots
\]

The readout density thus enters a smooth loop at second order. This derivation of \(W=2E_ct\) rests on three conditions: both writes must saturate the loop, the channel must supply charge of both signs, and trapped charge must not differ between the sweeps. A constant trapped charge moves both thresholds; to first order in that charge it leaves their separation unchanged, by the same cancellation.

The second condition follows from (1). At a saturating negative write the film field and the polarization are both negative, so \(D\) is negative, and with \(\sigma=0\) only holes can provide it.

## Trapped charge that opposes the polarization

Suppose that the positive write leaves electrons of density \(N_e\) in surface traps, and that they stay there until the downward threshold is read. Then \(\sigma=-qN_e\) on the down sweep. Suppose that the negative write leaves positive charge of density \(N_h\), so that \(\sigma=+qN_h\) on the up sweep. Inserting these into (1) and (2),

\[
W=t\left[E_{\rm up}(qn_{\rm th}-qN_h)-E_{\rm down}(qn_{\rm th}+qN_e)\right]. \tag{3}
\]

For equal densities \(N_e=N_h=N\), symmetry turns the first term into \(-E_{\rm down}(qN-qn_{\rm th})\). The terms linear in \(n_{\rm th}\) cancel again, leaving to leading order

\[
W=-2t\,E_{\rm down}(qN). \tag{4}
\]

On the descending branch \(E_{\rm down}(P_r)=0\), by the definition of \(P_r\). The window therefore closes at

\[
qN=P_r .
\]

Since \(D=\varepsilon E+P(E)\) rises with \(E\) along the branch, \(E_{\rm down}\) rises with \(D\). For \(qN>P_r\) it is positive, so \(W<0\) and the hysteresis is clockwise. The polarization has still switched in the usual direction. What has changed sign is the sum of polarization and trapped charge seen by the channel.

### The square loop in full

On the descending branch of a square loop, \(P=P_r\) as long as \(E>-E_c\). Then \(D=\varepsilon E+P_r\), or \(E=(D-P_r)/\varepsilon\). When the field reaches \(-E_c\), it stays there while parts of the film reverse and \(D\) falls. Both pieces are contained in

\[
E_{\rm down}(D)=\max\left(-E_c,\frac{D-P_r}{\varepsilon}\right),
\]

for \(D\) above the end of switching at \(-P_r-\varepsilon E_c\). Equation (4) gives

\[
W=2t\,\min\left(E_c,\frac{P_r-qN}{\varepsilon}\right). \tag{5}
\]

The window first stays at its full value, because the film answers the trapped charge by switching back less of its polarization before threshold. This reserve is used up at \(qN=P_r-\varepsilon E_c\). From there on the film acts as a linear capacitor and the window falls with slope \(-2qt/\varepsilon\) through zero.

With relative permittivity 10, \(\varepsilon E_c=0.443\) µC/cm². The plateau ends at \(4.09\times10^{13}\) cm⁻² and closure follows at \(4.37\times10^{13}\) cm⁻². At \(qN=0.97P_r\),

\[
\frac{P_r-qN}{\varepsilon}=\frac{0.21}{0.885}\ \text{MV/cm}=0.237\ \text{MV/cm},
\qquad W=9.49\ \text{V}.
\]

At \(1.03P_r\) the window is \(-9.49\) V.

### Why a linear capacitor gives the wrong density

A tempting estimate treats each trapped charge as a threshold shift \(qNt/\varepsilon\) and subtracts two such shifts from the ideal window:

\[
W_{\rm lin}=2t\left(E_c-\frac{qN}{\varepsilon}\right).
\]

It predicts closure at \(N=\varepsilon E_c/q=2.76\times10^{12}\) cm⁻², about sixteen times too early. The slope is that of the falling part of (5), but it is applied where the film is switching. There the change of field with displacement is

\[
\frac{dE}{dD}=\frac{1}{\varepsilon+dP/dE},
\]

and \(dP/dE\) is large. For a Gaussian distribution of switching fields with standard deviation \(s=0.10\) MV/cm, its value near \(E_c\) is about

\[
\frac{dP}{dE}\simeq\frac{2P_r}{\sqrt{2\pi}\,s}
=\frac{14.0}{0.251}\simeq56\ \frac{\text{µC/cm}^2}{\text{MV/cm}},
\]

against \(\varepsilon=0.885\) in the same units. At the density where \(W_{\rm lin}\) vanishes, the loss is therefore only

\[
2t\,\frac{0.443}{56+0.9}\ \text{MV/cm}\simeq0.31\ \text{V}.
\]

A simulated sweep gives 19.69 V there, which is the same loss.

If the polarization were frozen during readout, the linear slope would apply throughout, but the window would start from \(2P_rt/\varepsilon\), about 316 V here. That start cannot be reached in a film that switches at \(E_c\).

### Electrons alone

Now let electrons be trapped at the positive write and released at the negative one, so that \(N_h=0\). By (3), closure requires

\[
E_{\rm down}(qn_{\rm th}+qN_e)=E_{\rm up}(qn_{\rm th})\simeq E_c .
\]

On the descending branch at positive field the film is still fully polarized, so \(E_{\rm down}=(D-P_r)/\varepsilon\). Setting this equal to \(E_c\),

\[
qN_e\simeq P_r+\varepsilon E_c-qn_{\rm th}.
\]

With \(n_{\rm th}=10^{11}\) cm⁻² this is \(4.64\times10^{13}\) cm⁻², and the simulated window there is 0.006 V. The readout charge no longer cancels, because one threshold lies on a switching part of the loop and the other on a linear part. Leaving it out would misplace the window by about \(qn_{\rm th}t/\varepsilon=0.36\) V.

### Traps on the other side of the gap

If the traps lie in the plane of the monolayer, the gap field ends on mobile and trapped charge together, and \(D_{\rm gap}=qn_{\rm th}-\sigma\). The gap drop now differs between the sweeps. For equal densities the difference, up minus down, is

\[
\frac{d}{\varepsilon_0}\left[(qn_{\rm th}-qN)-(qn_{\rm th}+qN)\right]
=-\frac{2qNd}{\varepsilon_0}.
\]

For \(d=0.30\) nm and \(N=10^{13}\) cm⁻² this removes 1.09 V: the window is 17.75 V instead of 18.84 V for the same density on the film surface. This loss does not depend on \(t\), while the ideal window is proportional to \(t\). At 200 nm it moves the closure only about 1.5% below \(P_r/q\). For a 20 nm film written to the same field the ideal window is 2 V, and it closes near \(1.7\times10^{13}\) cm⁻², at about \(0.4P_r/q\), although the film switches fully. Closure at \(qN=P_r\) is thus a result for traps on the film surface, or for a film thick enough that the gap drop is small beside \(E_ct\).

## A channel without holes

An undoped monolayer has no thick depletion region to supply positive charge. If it also has no holes and no positive traps, (1) forces \(D=qn\ge0\).

On the down sweep the channel turns off near \(E=-E_c\). Then \(n\) and \(D\) go to zero, and the film stays at \(-E_c\) with its switching incomplete. In this model any further negative gate voltage appears in \(\psi\), not across the film. At \(-30\) V this makes \(\psi\) about \(-20\) V, far below the valence-band edge, so the case is an idealized limit in which the supply of holes is completely blocked, not an equilibrium state of a real monolayer. When the sweep turns, the film field rises from \(-E_c\). No part of the film switches up while the field is negative, so \(D=\varepsilon(E+E_c)\). The upward threshold is reached at

\[
E=-E_c+\frac{qn_{\rm th}}{\varepsilon},
\]

and the window shrinks to

\[
W\simeq\frac{qn_{\rm th}t}{\varepsilon}=0.36\ \text{V}.
\]

As long as \(n_{\rm th}\) is small enough that the film does not begin to switch upward before threshold, this remnant is nearly proportional to the density chosen to define threshold.

Electron trapping, with release at the negative write, now acts against a very small window:

\[
W=t\left[-E_c+\frac{qn_{\rm th}}{\varepsilon}-E_{\rm down}(qn_{\rm th}+qN_e)\right].
\]

Near \(D=0\), \(E_{\rm down}(D)\simeq-E_c+D/(\varepsilon+dP/dE)\). Setting \(W=0\) gives

\[
n_{\rm th}+N_e\simeq n_{\rm th}\,\frac{\varepsilon+dP/dE}{\varepsilon}
\simeq10^{11}\times\frac{57}{0.885}\ \text{cm}^{-2},
\]

so \(N_e\simeq6\times10^{12}\) cm⁻² is enough for reversal, roughly a seventh of \(P_r/q\). At \(2\times10^{13}\) cm⁻² the simulated window is \(-0.88\) V without holes and \(+18.77\) V with them, all else being equal. The low reversal density depends on the spread of switching fields. For a square loop \(E_{\rm down}\) stays at \(-E_c\) up to the end of the plateau, and reversal waits until then.

Clockwise hysteresis can therefore arise in at least three ways: trapped charge may outweigh a fully switched polarization; modest trapping may act on a film that never reached its negative state; or, in a thin film, charge trapped beyond the gap may shift the thresholds by more than \(2E_ct\).

## The worked example

The parameters are rough, round values for ambipolar monolayer WSe2 under P(VDF-TrFE), a ferroelectric copolymer. Besides those already given, they are a band gap of 1.8 eV, carrier masses of 0.4 electron masses (with four spin–valley components in the conduction band and two in the valence band), a temperature of 300 K and writes at ±30 V. The simulated film is a set of elements with the Gaussian spread above. At each gate voltage its state is solved together with Fermi–Dirac electrons and holes. Trap occupation is set at each write and frozen during the following sweep.

Without traps the thresholds are 10.80 V and \(-9.20\) V:

\[
W=10.80-(-9.20)=20.00\ \text{V}.
\]

Their midpoint, 0.80 V, is essentially the channel potential at threshold. Halving the film to 100 nm, with writes at ±20 V, gives 10.00 V.

With equal trapped densities the window changes as follows.

| \(qN/P_r\) | \(N\) (10¹³ cm⁻²) | \(W\) (V) |
|---|---:|---:|
| 0.50 | 2.18 | 17.26 |
| 0.90 | 3.93 | 12.78 |
| 1.00 | 4.37 | 0.00 |
| 1.05 | 4.59 | −15.81 |

The square loop would still give 20 V in the first two rows. The spread of switching fields rounds off the plateau, but it does not move the closure, since the film is saturated at zero field. The final change is steep: 5% more charge than \(P_r\) takes the window from zero to \(-15.81\) V.

The electron density at zero gate voltage confirms the direction. Without traps it is \(4.27\times10^{13}\) cm⁻² on the down sweep and negligible on the up sweep. At \(qN=1.05P_r\) it is negligible on the down sweep and \(1.9\times10^{12}\) cm⁻² on the up sweep. Where the electrons are absent, the channel is not empty: by the symmetry of the loop it holds about the same density of holes. At zero gate voltage the two states are therefore an electron-filled and a hole-filled channel. To be read as on and off they must differ clearly in current, for example because the contacts pass electrons but block holes. Contacts that pass only holes would exchange on and off.

### How much charge is available

At the positive write the film field is 1.31 MV/cm, so before any trapping the compensating charge is

\[
P_r+\varepsilon E=7.0+0.885\times1.31=8.16\ \text{µC/cm}^2,
\]

or \(5.09\times10^{13}\) cm⁻². Symmetric closure requires \(4.37/5.09\), about 86%, of this amount to be in traps and to remain there until threshold. Charge that is trapped during the write but released before readout does not reduce the window.

### What the ideal estimate leaves out

Incomplete switching reduces the window. With all other settings fixed and a film that starts unpoled, writes at ±16 V give 19.43 V and writes at ±12 V give 16.80 V. Such minor loops depend on history: if the film was saturated beforehand, repeated cycling at ±12 V settles at about 15.8 V, and at ±16 V at about 19.4 V. Part of the write voltage is lost outside the film: at +30 V the gap takes 2.76 V, and the Fermi level lies 0.15 eV inside the model conduction band. In WSe2 the Q valleys lie close above the K valleys and would take part of this charge; for assumed offsets of 0.04 to 0.13 eV the figure falls to roughly 0.08 to 0.14 eV, with no change in the saturated window.

At zero gate voltage after the positive write, the film field is \(-0.167\) MV/cm, one third of \(E_c\) and opposed to the polarization. It arises because the drops across the gap and in the channel must be balanced by the film. The quasi-static model keeps its polarization under this field; how long a real film would do so is outside it.

A 10% change in \(E_c\) changes the window by 2.0 V. Raising only the channel temperature to 350 K leaves the window unchanged at the printed precision, since \(\psi\) cancels. The temperature dependence of \(E_c\) is not included. The write field is about a third of an assumed rough breakdown field of 4 MV/cm. Field-emission tunnelling through the film is negligible for an assumed barrier of 1.5 eV and the free-electron mass. A much lighter tunnelling mass would raise it steeply, and the estimate says nothing about leakage through defects.

### Beside a real device

The coercive field and polarization are of the usual size for this copolymer, though \(E_c\) depends on preparation and sweep rate. The carrier density at the write is less ordinary: \(5\times10^{13}\) cm⁻² is high for a gated monolayer, and 2.76 V across 0.30 nm is a field of about 9 V/nm. A vacuum gap that passes no charge is doubtful under such a field. Some of the compensating charge may well sit on the film surface instead, which is a conjecture here and not a result of the model.

The assumption most at risk is therefore the free supply of mobile charge of both signs. In this model, removing the holes alone takes the window from 20 V to 0.36 V. Real contacts, fringing fields and defects can supply some of the missing charge, so an actual device need not reach that limit. The value \(2E_ct\) is best used as a design target for a saturated film, together with two questions: where the compensating charge comes from, and whether it has left the traps when the threshold is read. It is a separation of electron thresholds and does not by itself ensure a low total current in the erased state, where the holes that make the full window possible may also conduct. The main values of the worked example are in the numerical output below.

## Table of computed values

```
Coercive field 0.50 MV/cm; film 200 nm
Remanent polarization 7.0 uC/cm2; permittivity 10
Switching-field spread 0.10 MV/cm; gap 0.30 nm
Band gap 1.8 eV; mass 0.4 m0; T 300 K
Readout density 0.1e12 cm^-2
Write voltage +/-30 V
Ideal window 2*Ec*t: 20.00 V
Simulated ideal window: 20.00 V
Threshold up 10.80 V, down -9.20 V
Window at 100 nm, +/-20 V write: 10.00 V
Ideal n at 0 V, down sweep: 42.7e12 cm^-2
Ideal n at 0 V, up sweep: 2.5e-22 cm^-2
Pr/q, symmetric closure: 43.7e12 cm^-2
Square-loop plateau ends at: 40.9e12 cm^-2
Background charge eps*Ec: 0.443 uC/cm2
Symmetric traps: qN/Pr, N (1e12 cm^-2), window (V)
  0.50  21.8  17.26
  0.90  39.3  12.78
  1.00  43.7  0.00
  1.05  45.9  -15.81
Reversed n at 0 V, up: 1.92e12 cm^-2
Reversed n at 0 V, down: 9.0e-18 cm^-2
Near-square loop: qN/Pr, simulated W (V), formula W (V)
  0.50  19.94  20.00
  0.97  9.49  9.49
  1.03  -9.49  -9.49
Electron-only closure density: 46.4e12 cm^-2
Simulated window there: 0.006 V
Linear-estimate closure density: 2.76e12 cm^-2
Actual simulated window there: 19.69 V
Surface traps 10e12 cm^-2: 18.84 V
Same traps in channel plane: 17.75 V
Extra loss across gap: 1.09 V
No holes, no traps: window 0.36 V
No-hole estimate q*n_th*t/eps: 0.36 V
Electron-only traps for next two: 20e12 cm^-2
  without holes: window -0.88 V
  with holes: window 18.77 V
Window for +/-12 V write: 16.80 V
Window for +/-16 V write: 19.43 V
Write electron density: 50.9e12 cm^-2
Write gap drop: 2.76 V
Fermi level above band edge: 0.152 eV
Write film field: 1.31 MV/cm
Rough breakdown field assumed: 4.0 MV/cm
Film field at 0 V after + write: -0.167 MV/cm
350 K channel-only change: 0.0000 V
10% change in Ec changes window by 2.0 V
Assumed tunnel barrier: 1.5 eV
Film tunnelling current: 4.1e-36 A/cm2
```
